# Site-site counterpoise for a trimer: separating pair and three-body energies

Suppose that three fragments do not interact at all, and that their energies are computed in basis sets that are too small. The calculation can still report strong pair binding and a sizeable three-body repulsion. Each fragment lowers its energy by borrowing basis functions from its neighbours, and it has more to borrow in the trimer than in a dimer, and more in a dimer than alone. Subtracting such energies compares different basis sets as well as different systems. For a donor-acceptor precursor, where one asks how much a second donor weakens the bond of the first, this error enters the very differences that are wanted.

## A trimer small enough to do by hand

Give each of three non-interacting fragments one electron in one basis function of energy 0. Let each site also carry a spare function. It does nothing for its own fragment, but it improves the description of either neighbour. For a neighbour's electron it has energy \(\Delta=1\) and coupling \(t\), with \(t^2=6\), in arbitrary units. All functions are orthogonal, and each electron is treated separately.

With \(n\) foreign sites present, let \(c_0\) be the amplitude of the electron in its own function and \(c_k\) that in spare function \(k\). The eigenvalue equations are

\[
t\sum_{k=1}^{n}c_k=\lambda c_0,\qquad tc_0+\Delta c_k=\lambda c_k .
\]

The second gives \(c_k=tc_0/(\lambda-\Delta)\). Inserting this in the first and dividing by \(c_0\) gives

\[
\lambda(\lambda-\Delta)=nt^2,\qquad
E_n=\frac{\Delta-\sqrt{\Delta^2+4nt^2}}{2},
\]

where the lower root has been taken. Hence \(E_0=0\), \(E_1=(1-5)/2=-2\) and \(E_2=(1-7)/2=-3\).

If every system is computed in its own basis, a monomer has energy 0, a dimer \(2E_1=-4\) and the trimer \(3E_2=-9\). The apparent pair energy is \(-4\). The three-body energy is what remains of the trimer energy after the monomer and pair terms are removed:

\[
-9-3(-4)-3(0)=+3 .
\]

Both are false, since nothing interacts.

Now keep all three sites in every calculation. A monomer has energy \(-3\), a dimer \(-6\) and the trimer \(-9\). Each pair energy is \(-6-2(-3)=0\), and the three-body energy is \(-9-3(0)-3(-3)=0\). The basis is still too small, but its error is now the same for a fragment wherever that fragment occurs, and it cancels.

The same matrix also shows a genuine three-body effect. Let two donors each hold one electron, of the same spin, at energy 0, and let both couple with strength \(t\) to one empty acceptor orbital at \(\Delta=1\). A donor-acceptor pair has energy \(E_1=-2\). With both donors present, their symmetric combination couples with strength \(\sqrt2\,t\) and gives \(E_2=-3\), while the antisymmetric one stays at 0. The two electrons fill these levels, so the total is \(-3\), although the pairs add up to \(-4\). The three-body energy is

\[
E_2-2E_1=+1 .
\]

For weak coupling, \(E_n\approx -nt^2/\Delta+n^2t^4/\Delta^3\), so

\[
E_2-2E_1\approx\frac{(4-2)t^4}{\Delta^3}=\frac{2t^4}{\Delta^3}>0 .
\]

In this model, two donors that share one empty orbital gain less than twice what one donor gains.

## The general definitions

Let \(E(S)\) be the energy of a subset \(S\) of the fragments 1, 2, 3, computed with the functions of all three sites. An absent fragment leaves its functions behind as a ghost site, without nuclei or electrons. This is the site-site function counterpoise (SSFC) scheme. Its pair energy is

\[
e(ij)=E(ij)-E(i)-E(j).
\]

The three-body energy is the remainder after all monomer and pair terms:

\[
e(123)=E(123)-\sum_{i<j}e(ij)-\sum_iE(i).
\]

Each monomer occurs in two pairs, so \(\sum_{i<j}e(ij)=\sum_{i<j}E(ij)-2\sum_iE(i)\). Substitution gives

\[
e(123)=E(123)-\sum_{i<j}E(ij)+\sum_iE(i).
\]

The total interaction energy is

\[
E_{\rm int}=E(123)-\sum_iE(i)=\sum_{i<j}e(ij)+e(123).
\]

For more fragments the rule is recursive: from \(E(S)\), subtract the terms of all smaller nonempty subsets. The number of energies needed for \(N\) fragments is \(2^N-1\), which is seven for a trimer.

To see what the uncorrected scheme does, let \(b(S)\) be the energy of \(S\) in its own basis minus its energy in the three-site basis. For the trimer \(b=0\). Replacing \(E(S)\) by \(E(S)+b(S)\) in the definitions gives

\[
E_{\rm int}^{\rm raw}=E_{\rm int}-\sum_i b(i),
\]
\[
e^{\rm raw}(123)=e(123)-\sum_{i<j}b(ij)+\sum_i b(i).
\]

In Hartree-Fock theory \(b(S)\ge0\) for the lowest solution, because orbitals of the smaller basis remain allowed in the larger one. Second-order perturbation theory (MP2) is not variational and gives no such guarantee. Even when every \(b\) is positive, the error of the three-body term can have either sign.

## The algorithm

The fragments are taken as closed-shell and neutral, and frozen at their trimer geometry. With density fitting, the two-electron integrals are written as

\[
(mn|kl)\approx\sum_Q B_{Q,mn}B_{Q,kl}.
\]

The factors \(B\) depend on where the functions sit, not on which nuclei and electrons are present. This gives the following procedure.

1. Place the functions of all three sites and compute \(B\) once.
2. For each of the seven subsets, keep the nuclear charges and electrons of its members and set up the one-electron matrix \(h\) and the nuclear repulsion \(V_{\rm nn}\).
3. Solve the Hartree-Fock equations with the shared \(B\). For a spin-summed density matrix \(P\),
\[
J_{mn}=\sum_{Q,kl}B_{Q,mn}B_{Q,kl}P_{kl},\quad
K_{mn}=\sum_{Q,kl}B_{Q,mk}P_{kl}B_{Q,nl},
\]
\[
E_{\rm HF}=V_{\rm nn}+{\rm Tr}\,hP+\tfrac12{\rm Tr}\,PJ-\tfrac14{\rm Tr}\,PK .
\]
4. Add the MP2 energy, with \(i,j\) the occupied valence orbitals, \(a,b\) the empty ones and \(\varepsilon\) their energies:
\[
E_2=\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.
\]
5. Form \(e(ij)\) and \(e(123)\) from the seven totals.

The ghost functions must stay in place when the fragment is removed. For a smaller site set, as in an uncorrected calculation, the matching rows and columns of \(B\) suffice.

## Alane with two ammonias

The example is AlH\(_3\)(NH\(_3\))\(_2\), with acceptor A = AlH\(_3\) and donors D1 and D2 = NH\(_3\). AlH\(_3\) is planar, with one ammonia on each side along the axis, and the two are mirror images. The chosen distances are Al–N 0.210 nm, Al–H 0.161 nm and N–H 0.1014 nm, with an H–N–H angle of 107°. The level is MP2 with frozen cores in the def2-SVP basis, which has 91 functions on the three sites. The energies are:

- \(E({\rm A})=-6629.5830\) eV
- \(E({\rm D1})=E({\rm D2})=-1533.2499\) eV
- \(E({\rm A,D1})=E({\rm A,D2})=-8163.8360\) eV
- \(E({\rm D1,D2})=-3066.3988\) eV
- \(E({\rm A,D1,D2})=-9697.6377\) eV

Four decimals are kept so that the subtractions can be followed; the model does not deserve that accuracy. In eV,

\[
e({\rm A,D1})=-8163.8360+6629.5830+1533.2499=-1.0031,
\]
\[
e({\rm D1,D2})=-3066.3988+2(1533.2499)=0.1010 .
\]

For the three-body term the pair energies sum to \(-19394.0708\) eV and the monomer energies to \(-9696.0828\) eV, so

\[
e({\rm A,D1,D2})=-9697.6377+19394.0708-9696.0828=0.3503 .
\]

The three pair terms sum to \(-1.905\) eV (\(-183.8\) kJ/mol). The three-body term is \(+0.350\) eV (33.8 kJ/mol), and the total is \(-1.555\) eV (\(-150.0\) kJ/mol). Leaving out the three-body term would overestimate the binding by about 23% of the total.

The first ammonia gains 1.00 eV. The change on adding the second is

\[
-1.0031+0.1010+0.3503=-0.5518\ {\rm eV},
\]

a little over half as much. The donor-donor repulsion accounts for 0.10 eV of the loss and the three-body term for 0.35 eV.

## What the uncorrected numbers hide

In its own basis, A lies 0.0550 eV above its energy in the three-site basis, and each ammonia 0.2955 eV above. These sum to 0.646 eV, so the uncorrected total is \(-1.5549-0.6460=-2.201\) eV, an overbinding of 42% relative to the SSFC value.

The uncorrected three-body term is 0.332 eV, just 0.018 eV below the SSFC value. This closeness comes from cancellation. The uncorrected pair energies are \(-1.3093\) eV for A–D1 and \(0.0852\) eV for D1–D2. Since \(e^{\rm raw}(ij)=e(ij)+b(ij)-b(i)-b(j)\),

\[
b({\rm A,D1})=-1.3093+1.0031+0.0550+0.2955=0.0443\ {\rm eV},
\]
\[
b({\rm D1,D2})=0.0852-0.1010+2(0.2955)=0.5752\ {\rm eV}.
\]

The pairs contribute \(-(2\times0.0443+0.5752)=-0.664\) eV to the three-body error and the monomers \(+0.646\) eV. Two errors, each larger than the three-body energy itself, nearly cancel here. The hand example, where the error was \(+3\), shows that such cancellation cannot be relied on.

One may also correct a dimer in its own two-site basis. For A–D1 this gives \(-0.9998\) eV, against \(-1.0031\) eV with the third site present. The difference is small here, but the two-site value belongs to another basis and should not be mixed into the SSFC sum.

A useful limit is a distant donor. The pair A–D1 then approaches its two-site value and the three-body term fades. At leading order in the distance \(R\), what survives between neutral polar fragments is the dipole \(\delta\mu\) created when A and D1 bind, acting on the dipole \(\mu\) of D2. For antiparallel dipoles on one line this energy is, in atomic units, \(+2\,\delta\mu\,\mu/R^3\). Electron transfer from D1 to A gives this arrangement, because \(\delta\mu\) points towards D1 and the dipole of D2 points away from A on the other side. With D2 moved to 4.0 nm, in the smaller 6-31G basis, the three-body energy is positive and a little under \(10^{-4}\) eV. The Hartree-Fock dipoles in that basis, \(\delta\mu=0.77\) and \(\mu=0.91\) atomic units, give about \(9\times10^{-5}\) eV from the formula with \(R=4.0\) nm.

## Where the nonadditivity arises

The three-body energy can be split by letting the fragments respond in stages. First add the monomer density matrices without change. The energy is then at most quadratic in the nuclear charges and densities. Writing \(X_i\) for the charges and density of fragment \(i\), such an energy has the form

\[
\mathcal E\Big(\sum_iX_i\Big)=\sum_i\mathcal E(X_i)+\sum_{i<j}W(X_i,X_j),
\]

which contains pairs and no triples. Classical electrostatics between frozen fragments is therefore pairwise additive.

The summed density does not respect the Pauli principle, because occupied orbitals of different fragments overlap. Collect these orbitals as the columns of \(C\), and let \(M\) be the overlap matrix of the basis functions. The density matrix of their antisymmetrized product is

\[
P=2C(C^{\rm T}MC)^{-1}C^{\rm T}.
\]

The inverse couples all overlapping fragments, so this frozen product can have a three-body energy. Letting the orbitals relax to self-consistency adds polarization and charge transfer, and MP2 adds correlation. In eV, the contributions are:

- \(e({\rm A,D1})\): frozen product 0.056, relaxation \(-0.976\), correlation \(-0.083\)
- \(e({\rm D1,D2})\): frozen product 0.111, relaxation \(-0.006\), correlation \(-0.004\)
- \(e({\rm A,D1,D2})\): frozen product 0.119, relaxation 0.199, correlation 0.033

Relaxation supplies nearly all the net binding of the donor-acceptor pair, whose small frozen-product term is itself a sum of attraction and repulsion, and 57% of the three-body repulsion. Its positive sign agrees with the model of two donors sharing one empty orbital. The split does not separate charge transfer from polarization, so it does not prove that this competition is the main cause. The frozen product supplies another 34%, which no picture based on relaxation alone would contain.

## What remains uncertain

Counterpoise equalizes the basis but does not complete it. For A–D1 with two-site counterpoise, the larger def2-TZVP basis changes the energy from \(-1.000\) to \(-1.047\) eV, while the borrowed energy falls from 0.310 to 0.098 eV. The three-body term was not computed in that basis. In 6-31G it is 0.377 eV, against 0.350 eV in def2-SVP, which shows sensitivity and not convergence. Density fitting matters less: conventional integrals change the two-site A–D1 energy by at most 0.4 meV.

MP2 omits the triple-dipole dispersion energy. For equally spaced fragments on a line, with D–A distance \(R\), its undamped form is

\[
E_{\rm ddd}=-\frac{C_9}{4R^9},\qquad
C_9=\frac32\,\alpha_1\alpha_2\alpha_3\,
\frac{I_1I_2I_3(I_1+I_2+I_3)}{(I_1+I_2)(I_2+I_3)(I_3+I_1)} .
\]

Sums over Hartree-Fock orbitals, without their mutual response, give polarizabilities \(\alpha\) of 19.8 bohr³ for A and 8.1 bohr³ for D. The highest occupied levels give excitation energies \(I\) of 11.7 and 11.6 eV. The result is \(-0.009\) eV, about 2.5% of the three-body term. This is probably an underestimate, because the small basis and the missing response make the polarizabilities too low. The measured value for ammonia is about 14.5 bohr³, and using it for both donors would alone raise the result about threefold. The formula also assumes isotropic fragments that do not overlap. Planar AlH\(_3\) is less polarizable along the axis than in its plane, and on a line the axial component counts most, which works in the opposite direction. The formula therefore gives only a rough size. Other correlation beyond MP2 was not computed.

Amine-alane adducts serve as precursors for aluminium films, but real ones usually carry alkylamines, whose bulk this model lacks. Their Al–N distances in bis-amine adducts are roughly 0.22 nm, so the chosen 0.210 nm is short. A parabola through uncorrected 6-31G trimer energies at 0.200, 0.210 and 0.220 nm has its minimum at 0.219 nm, and the chosen geometry lies 0.06 eV above it. Real fragments also change shape on binding. Parabolas in one coordinate at a time put this cost near 0.024 eV for A and 0.006 eV for each ammonia, which reduces the total binding from 1.55 to about 1.52 eV. The one-ammonia adduct relaxes much more when left alone, because its AlH\(_3\) bends into a pyramid. Moving to Al–N 0.207 nm, Al–H 0.160 nm and an N–Al–H angle of 99° lowers its uncorrected MP2 energy in def2-SVP by 0.22 eV. With the trimer geometry held fixed, this reduces the gain from the second ammonia from 0.55 to about 0.33 eV. Lengthening the Al–N bonds of the trimer would return only part of this.

For the second donor, temperature matters as well. For an ideal gas of molecules of mass \(m\) at temperature \(T\) and pressure \(p\), the translational free energy per molecule is

\[
g=-k_{\rm B}T\ln\!\left[\left(\frac{2\pi mk_{\rm B}T}{h^2}\right)^{3/2}\frac{k_{\rm B}T}{p}\right].
\]

At 300 K, with each species at 1 Torr, joining the second ammonia to the one-ammonia adduct costs 0.54 eV in this term, almost as much as the 0.55 eV gained at frozen geometry and more than what is left once the one-ammonia adduct has relaxed. Rotations, vibrations and zero-point energy are left out here. The lost free rotation of the ammonia and the zero-point energy of the new vibrations add to the cost, while the entropy of those vibrations lowers it. These numbers lean against the second ammonia staying bound in the vapour at this pressure, but without the vibrational terms and a larger basis they do not settle it. They do show that the three-body term of 0.35 eV cannot be left out of that question.
